\section*{Electron Temperature and Current Noise in a Voltage-Biased Diffusive Metallic Wire, part 2}

A diffusive wire (length $L$, cross-section $A$, conductivity $\sigma=e^2\nu D$, $e>0$, conductance $G=1/R=\sigma A/L$) joins reservoirs fixed at $T_0$ under voltage $V$; $I=GV$. The density of states $\nu$ and diffusion constant $D$ are energy-independent, and phonon cooling is neglected. We seek (a) the electron temperature $T(x)$, (b) the one-sided zero-frequency noise $S$ and $F=S/2eI$, (c) a comparison with the collisionless ("cold") wire, (d) values for $R=50\ \Omega$, $V=0.2$ mV, $T_0=0.05$ K. The "hot" wire has electron-electron length $L_{ee}\ll L$.

Notation: $\xi=x/L$, $y=eV/kT_0$, $v=\sqrt3\,y/2\pi$, $z=4v^2\xi(1-\xi)$, $L_0=\pi^2k^2/3e^2$.

The occupation $f(x,E)$, with collision term $\mathcal I$ and reservoir Fermi functions $f_L$, $f_R$ at the ends, obeys
\begin{equation}
D\,\partial_x^2f+\mathcal I[f]=0 .
\label{kin}
\end{equation}
With $n=\int[f-\theta(-E)]\,dE$ and $u=\int E\,[f-\theta(-E)]\,dE$, at any collision rate
\begin{equation}
\partial_x^2n=0,\qquad\partial_x^2u=0,
\label{lin}
\end{equation}
In the hot wire $f$ is a local Fermi function with $\mu=n=eV(\frac12-\xi)$, thermal conductivity is $L_0\sigma T$, and
\begin{equation}
\frac{d^2(T^2)}{d\xi^2}=-\frac{2V^2}{L_0}.
\label{T2}
\end{equation}
\begin{equation}
T^2=T_0^2+\frac{V^2}{L_0}\,\xi(1-\xi),
\qquad
(kT)^2=(kT_0)^2+\frac{3}{\pi^2}(eV)^2\,\xi(1-\xi).
\label{prof}
\end{equation}
The maximum $T_{\max}$ is at the midpoint; half the Joule heat leaves through each end.

A "tempting solution", valid only for $v^2\ll1$, fixed the conductivity at $L_0\sigma T_0$:
\begin{equation}
T_{\rm w}(\xi)=T_0+\frac{V^2}{2L_0T_0}\,\xi(1-\xi).
\label{wrongT}
\end{equation}
\begin{equation}
S_{\rm w}=4kT_0G\left(1+\frac{1}{12}\,\frac{3y^2}{\pi^2}\right)=GkT_0\left(4+\frac{y^2}{\pi^2}\right).
\label{wrongS}
\end{equation}

For slices of resistance $r_j$ with independent current sources $\delta I_j$ of noise $S_j$,
\begin{equation}
\delta I=\sum_j\frac{r_j}{R}\,\delta I_j,\qquad S=\sum_j\frac{r_j^2}{R^2}\,S_j .
\label{series}
\end{equation}
Temperature fluctuations do not enter $\delta I$ at linear order. Johnson-Nyquist sources give
\begin{equation}
S=4kG\int_0^1T(\xi)\,d\xi .
\label{JN}
\end{equation}
A chain of $M$ equal tunnel junctions, with island occupations $f_j$, $f_0=f_L$, $f_M=f_R$, gives
\begin{equation}
S=\frac{2G}{M}\sum_{j=0}^{M-1}\int\!\left[f_j(1-f_j)+f_{j+1}(1-f_{j+1})+(f_j-f_{j+1})^2\right]dE .
\label{chain}
\end{equation}
When the last term vanishes as $M\to\infty$,
\begin{equation}
S=4G\int_0^1\!d\xi\int f(1-f)\,dE ,
\label{general}
\end{equation}
For the hot wire at $T_0=0$,
\begin{equation}
S=4G\,\frac{\sqrt3}{\pi}\,eV\,\frac{\pi}{8}=\frac{\sqrt3}{2}\,eI,\qquad F=\frac{S}{2eI}=\frac{\sqrt3}{4}=0.4330 .
\label{F}
\end{equation}

\subsection{Finite reservoir temperature}

In the variable $s$, $T=T_0\sqrt{a^2-v^2s^2}$ with $a^2=1+v^2$. The integrand is even, so $\int_0^1T\,d\xi=T_0\int_0^1\sqrt{a^2-v^2s^2}\,ds$. Substitute $s=(a/v)\sin\vartheta$. The upper limit has $\sin\vartheta_0=v/a$ and $\cos\vartheta_0=1/a$, hence $\vartheta_0=\arctan v$, and
\begin{align}
\int_0^1\!\sqrt{a^2-v^2s^2}\,ds&=\frac{a^2}{v}\int_0^{\vartheta_0}\!\cos^2\vartheta\,d\vartheta
=\frac{a^2}{2v}\left(\vartheta_0+\sin\vartheta_0\cos\vartheta_0\right)\nonumber\\
&=\frac12\left[1+\left(v+\frac1v\right)\arctan v\right].
\end{align}
The answer to (b) is
\begin{equation}
S=2GkT_0\left[1+\left(v+\frac1v\right)\arctan v\right].
\label{Shot}
\end{equation}

For small $v$, $\arctan v=v-v^3/3+\dots$ makes the bracket $2+\frac23v^2$, so $S/GkT_0=4+\frac43v^2=4+y^2/\pi^2$ to order $y^2$. This is the equilibrium noise $4kT_0G$ plus the correction found in (\ref{wrongS}), so the tempting solution is right to this order. At $y=1$ it gives $4+0.10132$, while (\ref{Shot}) gives $4.09983$.

For large $v$ use $\arctan v=\pi/2-1/v+1/3v^3-\dots$. The product with $v$ gives $\pi v/2-1+1/3v^2$ and the product with $1/v$ gives $\pi/2v-1/v^2$, up to order $v^{-4}$. The $-1$ cancels the $+1$ in the bracket. With $2GkT_0\cdot\pi v/2=(\sqrt3/2)\,eI$,
\begin{equation}
\frac{S}{2eI}=\frac{\sqrt3}{4}\left[1+\frac1{v^2}-\frac{4}{3\pi v^3}+O(v^{-5})\right].
\label{large}
\end{equation}
The value $\sqrt3/4$ is therefore the limit $eV\gg kT_0$, approached with a relative correction $1/v^2$. The equilibrium noise does not add to the shot noise, since (\ref{large}) has no term of relative order $1/v$. Subtracting it, with $4kT_0G/2eI=2/y$, produces such a term:
\begin{equation}
\frac{S-4kT_0G}{2eI}=\frac{\sqrt3}{4}-\frac2y+O(v^{-2}).
\label{excess}
\end{equation}
The slope avoids this. The derivative of the bracket in (\ref{Shot}) is $(1-v^{-2})\arctan v+(v+1/v)/(1+v^2)=(1-v^{-2})\arctan v+1/v$, and $dv/dI=\sqrt3\,e/2\pi kT_0G$, so
\begin{equation}
\frac1{2e}\frac{dS}{dI}=\frac{\sqrt3}{2\pi}\left[\left(1-\frac1{v^2}\right)\arctan v+\frac1v\right]=\frac{\sqrt3}{4}\left[1-\frac1{v^2}+O(v^{-3})\right].
\label{diff}
\end{equation}

\subsection{A wire of varying cross-section}

Let $\sigma A$ vary slowly with $x$ and redefine $\xi$ as the fraction of the resistance, $d\xi=dx/R\sigma A$. The Joule heat per length is $I^2/\sigma A$, so $\frac{d}{dx}(L_0\sigma A\,T\,dT/dx)=-I^2/\sigma A$. With $d/dx=(R\sigma A)^{-1}d/d\xi$ the bracket is $(L_0/2R)\,d(T^2)/d\xi$, the outer derivative supplies $1/R\sigma A$, and $\sigma A$ cancels. The result is (\ref{T2}) with $V=IR$. The weight $r_j/R$ in (\ref{series}) is the same $d\xi$, so (\ref{Shot}) and (\ref{F}) hold unchanged, and so does the equal division of the heat between the ends.

\section{Comparison with the collisionless wire}

With $\mathcal I=0$, equation (\ref{kin}) makes $f$ linear in $x$ at each energy: $f=(1-\xi)f_L+\xi f_R$ and $1-f=(1-\xi)(1-f_L)+\xi(1-f_R)$. In (\ref{chain}) the last term is again bounded by a constant over $M$, since $\sum_j\int|f_j-f_{j+1}|\,dE=eV$, so (\ref{general}) applies. The product is
\begin{equation}
f(1-f)=(1-\xi)^2f_L(1-f_L)+\xi^2f_R(1-f_R)+\xi(1-\xi)\,[f_L(1-f_R)+f_R(1-f_L)].
\end{equation}
Write $f_L=1/(1+p)$ and $f_R=1/(1+q)$ with $q=pe^{y}$. The square bracket is $(q+p)/(1+p)(1+q)$, while $f_L-f_R=(q-p)/(1+p)(1+q)$. Their ratio is $(e^y+1)/(e^y-1)=\coth(y/2)$, independent of $E$, and $\int(f_L-f_R)\,dE=eV$. With $(1-\xi)^2+\xi^2=1-2\xi(1-\xi)$,
\begin{equation}
\int f(1-f)\,dE=kT_0\left\{1+\xi(1-\xi)\left[y\coth\frac y2-2\right]\right\},
\label{coldlocal}
\end{equation}
and the average $\int\xi(1-\xi)\,d\xi=1/6$ gives
\begin{equation}
S_{\rm cold}=\frac23\,GkT_0\left[4+y\coth\frac y2\right],\qquad F_{\rm cold}\to\frac13\quad(y\to\infty).
\label{Scold}
\end{equation}
For a finite chain at $T_0=0$, $f_j=1-j/M$ in the window of width $eV$. The first two terms of (\ref{chain}) sum to $2\sum_{j=1}^{M-1}(j/M)(1-j/M)=(M^2-1)/3M$ and the last to $M/M^2=1/M$. The total is $(M^2+2)/3M$, so $F=\frac13(1+2/M^2)$, which is $1$ for a single junction.

By (\ref{lin}) the two wires have the same $n(x)$ and $u(x)$, hence the same current and the same local energy. The noise differs because $f(1-f)$ is not linear in $f$, so its integral depends on the shape of $f$. At $T_0=0$, (\ref{coldlocal}) becomes $eV\xi(1-\xi)$, to be set against $kT(\xi)$ for the hot wire. The ratio of cold to hot is $(\pi/\sqrt3)\sqrt{\xi(1-\xi)}$, with its largest value $\pi/2\sqrt3=0.9069$ at the midpoint, so the hot wire is noisier at every interior point.

At small bias the order reverses. With $y\coth(y/2)=2+y^2/6+\dots$, the cold local noise exceeds $kT_0$ by the fraction $\xi(1-\xi)\,y^2/6$. The hot one exceeds it by $z/2=\xi(1-\xi)\,3y^2/2\pi^2$, which is smaller because $\pi^2>9$. After averaging, $S/GkT_0-4$ is $y^2/\pi^2$ for the hot wire and $y^2/9$ for the cold wire; the numerical coefficients at $y=0.05$ are $0.10132$ and $0.11111$. At $y=1$ the values of $S/GkT_0$ are $4.0998$ (hot) and $4.1093$ (cold), and at $y=10$ they are $9.6288$ and $9.3339$. A root search between these points finds (\ref{Shot}) and (\ref{Scold}) equal at $y=6.884$.

\section{Numerical tests and range of validity}

The numerical check tests these results by independent routes. It integrates the heat equation in the variable $T$ by shooting and recovers (\ref{prof}), (\ref{Shot}) and the half share of the heat, for a uniform wire and for one with $\sigma A\propto1+3\xi'^2$, where $\xi'=x/L$; the latter gives $S/GkT_0=9.628813$ at $y=10$, the value of (\ref{Shot}). It also builds the tunnel chain with Fermi islands fixed by numerically integrated number and energy currents, using neither the Wiedemann-Franz law nor the Johnson-Nyquist formula. At $T_0=0$ this gives $F=0.440880$, $0.433153$ and $0.433027$ for $M=10$, $100$ and $400$, against $0.433013$.

Local equilibrium is tested with the relaxation-time model $\partial_\xi^2f=\gamma^2(f-f_{\rm eq})$, where $\gamma=L/L_{ee}$ is taken constant and $f_{\rm eq}$ is the Fermi function built from the linear $\mu$ and (\ref{prof}). The solution has the same $n$ and $u$ as $f_{\rm eq}$, as a conserving collision term requires. At $y=10$ the values of $S/GkT_0$ are $9.3339$, $9.4847$, $9.5524$, $9.6097$ and $9.6288$ for $\gamma=0$, $3$, $10$, $30$ and $1000$. The first reproduces (\ref{Scold}) and the last (\ref{Shot}). At $\gamma=10$ about a quarter of the interval between the two limits remains. For large $\gamma$, inserting $f\approx f_{\rm eq}$ on the left gives $f-f_{\rm eq}\approx\partial_\xi^2f_{\rm eq}/\gamma^2$, so the deviation should fall fourfold when $\gamma$ doubles. Large here means $\gamma\gg4v^2$, because by (\ref{prof}) $T$ changes by a factor of order one within $\xi\sim1/4v^2$ of each end; at $y=10$, $4v^2\approx30$. The computed ratio between $\gamma=500$ and $1000$ is $3.89$ (the third decimal depends on the spatial grid). The shortfall from $4$ comes from the ends, where the reservoirs pin $f=f_{\rm eq}$. Near $\xi=0$ the solution that obeys this condition is $f-f_{\rm eq}\approx\left[\partial_\xi^2f_{\rm eq}-e^{-\gamma\xi}\,\partial_\xi^2f_{\rm eq}|_{\xi=0}\right]/\gamma^2$, and the other end is alike. The exponential acts only in a layer of width $1/\gamma$, where $\partial_\xi^2f_{\rm eq}$ is at its largest, so it changes the integrated deviation by a relative amount of order $4v^2/\gamma$, a few per cent here, and the ratio differs from $4$ by a term of the same order. The same model confirms the reversed order at $y=1$ and the equality at the crossing point. The crossover values belong to this model, since a real collision rate depends on energy and temperature.

The result (\ref{F}) fails when an assumption fails. If phonons at $T_0$ remove energy, $u$ is no longer linear, and in the limit of perfect cooling $T=T_0$ and $F=2/y$, which tends to zero. If the reservoirs heat up, the end temperatures in (\ref{T2}) exceed $T_0$; the solution $T^2$ gains a positive linear function, and the noise rises. If $\nu D$ varies over an energy $kT_{\max}$, the local current density can depend on $T$ and its gradient, and neither the linear $\mu$ nor the neglect of temperature fluctuations is then assured. Even for constant $\nu D$ that neglect has been shown only for the second cumulant: the strength of the sources depends on $T$, so temperature fluctuations can enter the higher cumulants of the counting statistics.

\section{Worked example}

The parameters are round model values, the assumed ordering of lengths is taken as given, and the digits below belong to the model. In a real wire the window for $L$ is narrow. If phonons remove a power $\Sigma(T^5-T_0^5)$ per volume, neglecting them requires $\Sigma T_{\max}^5\ll\sigma V^2/L^2$. For the order-of-magnitude values $\Sigma\sim10^9\ \mathrm{W/m^3K^5}$ and $\sigma\sim3\times10^7$ S/m, with the $T_{\max}\approx0.64$ K found below, this means $L\ll100\ \mu$m. At $L=30\ \mu$m the loss at the midpoint is already about $8\%$ of the Joule heat, and $L$ must at the same time be much longer than $L_{ee}$. For $R=50\ \Omega$ and $V=0.2$ mV, $G=20.0$ mS and $I=4.00\ \mu$A. The bias corresponds to $eV/k=2.3209$ K, so
\begin{equation}
y=\frac{2.3209}{0.05}=46.418,\qquad v=\frac{\sqrt3}{2\pi}\times46.418=12.796 .
\end{equation}
With $L_0=2.4430\times10^{-8}\ \mathrm{V^2/K^2}$, $V^2/L_0=(0.2\times10^{-3})^2/(2.4430\times10^{-8})=1.6373\ \mathrm{K^2}$. The profile (\ref{prof}) gives
\begin{align}
T(0.5)&=\sqrt{0.05^2+1.6373\times0.25}\ \mathrm K=0.6417\ \mathrm K,\nonumber\\
T(0.1)&=\sqrt{0.05^2+1.6373\times0.09}\ \mathrm K=0.3871\ \mathrm K,
\end{align}
and likewise $T(0.25)=0.5563$ K and $T(0.01)=0.1368$ K. One hundredth of the way into the wire this profile is already more than twice $T_0$. Values so close to an end need $L_{ee}$ short compared with the distance to that end, which asks more than $L_{ee}\ll L$; with $4v^2\approx655$ the profile varies on the scale $L/655$ there. Without collisions, (\ref{coldlocal}) gives a local noise temperature of only $0.072$ K at the same point. The tempting solution, used here at $v^2\gg1$, puts the midpoint $1.6373/(8\times0.05)$ K above $T_0$, which exceeds even $eV/k$. Of the Joule power of $800$ pW, $400$ pW leaves through each end.

With $\arctan v=1.49280$ the mean temperature is
\begin{equation}
\bar T=\frac{0.05}{2}\left[1+\left(12.796+\frac1{12.796}\right)1.49280\right]\mathrm K=0.50546\ \mathrm K,
\end{equation}
and the shooting solution gives $0.5055$ K. The equilibrium noise is $4kT_0G=5.523\times10^{-26}\ \mathrm{A^2/Hz}$, so
\begin{equation}
S=5.523\times10^{-26}\times\frac{0.50546}{0.05}\ \mathrm{A^2/Hz}=5.583\times10^{-25}\ \mathrm{A^2/Hz},
\end{equation}
which is $0.747\ \mathrm{pA}/\sqrt{\mathrm{Hz}}$. Division by $2eI=1.2817\times10^{-24}\ \mathrm{A^2/Hz}$ gives $F=0.4356$. This lies above $\sqrt3/4=0.4330$ by about $0.6\%$ of the latter, in line with the leading correction $1/v^2=0.0061$ of (\ref{large}). The differential factor (\ref{diff}) is $0.4305$, below $\sqrt3/4$ by a similar fraction. The excess factor is $0.43557-0.04309=0.39248$, lower than $F$ by $2/y=0.04309$, which is about a tenth of $\sqrt3/4$ even at $eV\approx46\,kT_0$. The collisionless wire has $S_{\rm cold}=4.641\times10^{-25}\ \mathrm{A^2/Hz}$ and $S_{\rm cold}/2eI=0.3621$. By (\ref{Scold}) with $\coth(y/2)\to1$ this equals $\frac13+4/3y$, so its approach to $1/3$ is of first order in $kT_0/eV$. Its excess factor is $\frac13+4/3y-2/y=\frac13-2/3y$, that is $0.36206-0.04309=0.31897$, below $1/3$. The hot wire's excess factor of $0.392$ lies between the two limiting values $1/3$ and $\sqrt3/4$ and matches neither, so at this bias an excess factor has to be compared with the finite-$y$ values. The slope lies close to its limit in both cases: $0.4305$ for the hot wire, and for the cold wire $\frac13\,d[y\coth(y/2)]/dy$ from (\ref{Scold}), which differs from $1/3$ only by terms of order $y\,e^{-y}$.

\section*{Numbers as computed}
\begin{verbatim}
F hot, T0=0, quadrature = 0.433013; sqrt(3)/4 = 0.433013
kT_max/eV at T0=0 = 0.275664; mean kT/eV = 0.216506
tunnel chain, T0=0, M=10: F hot = 0.440880
tunnel chain, T0=0, M=100: F hot = 0.433153
tunnel chain, T0=0, M=400: F hot = 0.433027
tunnel chain, T0=0, M=400: F elastic = 0.333338
cold/hot local noise ratio at midpoint, T0=0 = 0.906900
y=10: S/GkT0 hot formula = 9.628813; cold formula = 9.333939
y=10: S/GkT0 chain M=400 = 9.628888; tapered wire = 9.628813
y=10: tapered wire, heat fraction out of left end = 0.500000
y=10: kinetic model, L/L_ee=0: S/GkT0 = 9.333939
y=10: kinetic model, L/L_ee=3: S/GkT0 = 9.484681
y=10: kinetic model, L/L_ee=10: S/GkT0 = 9.552422
y=10: kinetic model, L/L_ee=30: S/GkT0 = 9.609670
y=10: kinetic model, L/L_ee=500: S/GkT0 = 9.628687
y=10: kinetic model, L/L_ee=1000: S/GkT0 = 9.628781
deviation ratio gamma 500/1000 = 3.888
small bias (S/GkT0-4)/y^2 at y=0.05: hot 0.10132, cold 0.11111
y=1: S/GkT0 hot = 4.09983, cold = 4.10930
hot = cold noise at eV/kT0 = 6.8841
example: R = 50 ohm, V = 0.2 mV, T0 = 0.05 K
G = 20.0 mS, I = 4.00 uA
Lorenz number L0 = 2.44300e-08 V^2/K^2
eV/k = 2.3209 K, y = eV/kT0 = 46.4181, v = 12.7958
V^2/L0 = 1.63733 K^2, arctan v = 1.49280
T(xi=0.01) = 0.1368 K
T(xi=0.1) = 0.3871 K
T(xi=0.25) = 0.5563 K
T(xi=0.5) = 0.6417 K
mean T = 0.5055 K (shooting 0.5055 K)
Joule power = 800.0 pW, out of each end = 400.0 pW
S hot = 5.5829e-25 A^2/Hz = (0.7472 pA)^2/Hz
S cold = 4.6406e-25 A^2/Hz
4kT0G = 5.5226e-26 A^2/Hz, 2eI = 1.2817e-24 A^2/Hz
S/2eI: hot = 0.43557, cold = 0.36206
excess (S-4kT0G)/2eI hot = 0.39248; 2kT0/eV = 0.04309
differential (1/2e) dS/dI hot = 0.43054; 1/v^2 = 0.00611
\end{verbatim}
